# Why trace-orthogonal operators stabilise fitted parameters in the d³ shell

**Question.** The levels of a $d^3$ configuration are fitted with Racah's Coulomb parameters $B$ and $C$. The corrections $\alpha$, $\beta$ and $T$ are then added one at a time. With the conventional operators, parameters already fitted can change at each addition. With the trace-orthogonal operators of Judd, Hansen and Uylings they are said to stay fixed. Why, and how far is this true?

**Answer.**

## The mechanism: a projection

The shell $d^3$ has $\binom{10}{3}=120$ states. Without spin-orbit coupling, the Hamiltonian $H$ and all operators used to describe it commute with $\mathbf L$ and $\mathbf S$. They can be taken as real symmetric matrices, and the trace then gives them an inner product,

$$(X:Y)=\mathrm{Tr}(XY).$$

Each term counts in this trace with its degeneracy $(2S+1)(2L+1)$.

Suppose first that the whole matrix $H$ is known and is fitted by $\sum_i p_iA_i$ with linearly independent $A_i$. We minimise

$$Q=\mathrm{Tr}\Big(H-\sum_i p_iA_i\Big)^2 .$$

Setting $\partial Q/\partial p_i=-2\,(A_i:H-\sum_jp_jA_j)$ to zero gives

$$\sum_jG_{ij}p_j=(A_i:H),\qquad G_{ij}=(A_i:A_j).$$

Now add an operator $X$ with coefficient $q$. The equations for the old operators become

$$\sum_jG_{ij}p'_j+g_iq=(A_i:H),\qquad g_i=(A_i:X).$$

The right-hand side is the same as before. Subtracting the two sets and inverting $G$ gives

$$p'-p=-G^{-1}g\,q .$$

The old parameters move because $X$ has components along the old operators. Before $X$ was present, those components of $H$ were credited to the old parameters. If $g=0$, nothing moves, whatever $H$ is. Conversely, since $G$ is invertible, a nonzero $g$ moves at least one parameter whenever $q\neq0$.

This argument needs the whole matrix $H$. An experiment supplies energy levels instead, and the consequences are worked out further below.

## The operators

The parameter $A$ multiplies the unit matrix. The Coulomb energy of the shell is $\sum_kF^kf_k$, where $F^k$ are Slater integrals, $f_0$ is the number of pairs, and $f_k=\sum_{i<j}C^k(i)\cdot C^k(j)$. Here $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$. Racah's parameters follow from

$$F^2=49B+7C,\qquad F^4=12.6\,C,$$

with $1.4\,C$ taken out of $F^0$. The operators are therefore $49f_2$ for $B$ and $7f_2+12.6f_4+1.4f_0$ for $C$.

The parameter $\alpha$ multiplies $L(L+1)$. The parameter $\beta$ multiplies the Casimir operator $G_5$ of SO(5), the group of rotations among the five real $d$ orbitals:

$$G_5=\tfrac12\sum_{a<b}X_{ab}X_{ab}^\dagger,\qquad X_{ab}=\sum_\sigma\big(a^\dagger_{a\sigma}a_{b\sigma}-a^\dagger_{b\sigma}a_{a\sigma}\big).$$

On $d^2$ the four operators have these values:

| term | $B$ | $C$ | $\alpha$ | $\beta$ |
|---|---|---|---|---|
| ¹S | 14 | 7 | 0 | 0 |
| ¹D | −3 | 2 | 6 | 5 |
| ¹G | 4 | 2 | 20 | 5 |
| ³P | 7 | 0 | 2 | 3 |
| ³F | −8 | 0 | 12 | 3 |

The operator of $T$ acts on three electrons at once. It arises when the Coulomb interaction virtually changes $d^3$ into $d^2s$. Only $k=2$ connects $s$ with $d$, and

$$\langle 00|C^2_{-q}|2q\rangle=(-1)^q/\sqrt5 .$$

This sign cancels the $(-1)^q$ of the scalar product $C^2\cdot C^2$. The coupling is then $V=R^2\sum_\sigma s_\sigma^\dagger b_\sigma$, where $R^2$ is short for the Slater integral $R^2(dd,ds)$ (the 2 is its rank, not a power), and

$$b_\sigma=\frac1{\sqrt5}\sum_{q,m',\sigma'}\langle 2,m'{+}q|C^2_q|2m'\rangle\,a^\dagger_{m'+q,\sigma'}a_{m'\sigma'}a_{q\sigma}.$$

For an empty $s$ orbital at excitation energy $\Delta$, second-order perturbation theory gives

$$-\frac{V^\dagger V}{\Delta}=-\frac{[R^2(dd,ds)]^2}{\Delta}\sum_\sigma b_\sigma^\dagger b_\sigma ,$$

because $s_\sigma s^\dagger_{\sigma'}$ reduces to $\delta_{\sigma\sigma'}$ in the empty orbital. Let $t$ be the normal-ordered three-body part of $\sum_\sigma b^\dagger_\sigma b_\sigma$. Then $T=-[R^2(dd,ds)]^2/\Delta$. This fixes the normalisation of $T$ used here; another normalisation of $t$ would rescale $T$.

If instead a filled core $s$ shell is excited into the $d$ shell, the operator is $\sum_\sigma b_\sigma b_\sigma^\dagger$. The anticommutator of $b_\sigma$ and $b^\dagger_\sigma$ contains at least one contraction, so at most four of the six field operators survive and it is at most a two-body operator. The core excitation therefore gives the same $t$ with the opposite sign.

## Making the operators orthogonal

Take the operators in the order $A,B,C,\alpha,\beta,T$. From each, subtract its projections on those before it:

$$o_j=A_j-\sum_{i<j}R_{ij}o_i,\qquad R_{ij}=\frac{(o_i:A_j)}{(o_i:o_i)} .$$

With $R_{ii}=1$, inserting $A_j=\sum_{i\le j}R_{ij}o_i$ into the Hamiltonian gives

$$\sum_jp_jA_j=\sum_iP_io_i,\qquad P_i=p_i+\sum_{j>i}R_{ij}p_j .$$

Both sets span the same space, so the fitted matrix and its quality are identical. What changes is the meaning of the coordinates. In a fit that ends with operator $n$, the last line reads $P_n=p_n$. An orthogonal parameter is therefore the conventional parameter at the moment its operator was added. In the matrix fit, later additions can change the conventional value but not $P_n$.

This Gram–Schmidt set depends on the order chosen and stands in for the published operators, which are classified by group labels. The $o_i$ used here have no pure SO(5) label: on $d^2$, for example, 24% of $\mathrm{Tr}\,o_B^2$ comes from an SO(5)-scalar part. The stability argument uses only orthogonality and applies to any trace-orthogonal set. The relation $P_n=p_n$ and the numbers below belong to this particular set.

The stability has a price in interpretation. The parameter $P_\alpha$ is not the coefficient of $L(L+1)$ in the complete Hamiltonian. It also contains the part of the $\beta$ term that looks like $o_\alpha$.

## Why one set serves the whole series $d^N$

Orthogonality on 120 states might seem to be a property of $d^3$ alone. It is more general if each operator has a pure particle rank. Call a normal-ordered $k$-body operator $O$ traceless if contracting any creation index with any annihilation index of its coefficients gives zero. Under unitary mixing of the ten spin-orbitals, such operators transform among themselves, and this is the U(10) label used to classify them. The consequence for traces can be derived directly.

Let $Z_p=[O,a_p^\dagger]$, which is $O$ with one annihilation operator removed. Restoring it in each of the $k$ places gives $\sum_pZ_pa_p=kO$. Hence, on $N+1$ electrons,

$$\sum_pa_p^\dagger Oa_p=\sum_p\big(Oa^\dagger_p-Z_p\big)a_p=(N+1-k)\,O .$$

In the opposite order, on $N$ electrons,

$$\sum_pa_pOa_p^\dagger=\sum_pa_p\big(a_p^\dagger O+Z_p\big)=(10-N)\,O+\sum_pa_pZ_p .$$

Since $Z_p$ contains an odd number of field operators, $a_pZ_p=-Z_pa_p+\{a_p,Z_p\}$. The summed anticommutator is a contraction of the coefficients and vanishes. The result is $(10-N-k)\,O$.

Take traceless operators $O$ and $O'$ of ranks $k$ and $k'$. Replace $O$ by the first identity, move $a_p$ cyclically under the trace, and apply the second identity to $O'$:

$$\mathrm{Tr}_{N+1}(O'O)=\frac{10-N-k'}{N+1-k}\,\mathrm{Tr}_N(O'O).$$

If $k'>k$, start at $N=k'-1$. There $O'$ vanishes, because it needs $k'$ electrons, and the denominator $k'-k$ is not zero. The trace is then zero for $k'$ electrons and, by repetition, for all larger $N$. If $k'=k$, multiplying the factors from $N=k$ upwards gives

$$\mathrm{Tr}_N(O'O)=\binom{10-2k}{N-k}\mathrm{Tr}_k(O'O).$$

Two traceless operators of the same rank $k$ that are orthogonal in one configuration with $k\le N\le10-k$, where the binomial factor is not zero, are thus orthogonal in every $d^N$.

The operators $o_i$ qualify. A spin- and rotation-invariant one-body operator of the $d$ shell is a multiple of the number operator. The one-body parts contained in $L(L+1)$ and $G_5$ are therefore constants within a configuration and disappear when the mean is subtracted. For the same reason the one-body contraction of a two-body scalar is fixed by its trace, and removing the mean on $d^2$ removes the contraction.

For $o_T$, let $D=\sum_pa_po_Ta_p^\dagger$ on $d^2$; this is its contraction to pairs. The first identity and the cyclic property show that $\mathrm{Tr}_3(o_TY)=\mathrm{Tr}_2(DY)$ for every two-body operator $Y$. The five terms of $d^2$ each occur once, so there are five independent scalars on $d^2$, and the first five operators span them. As $o_T$ is orthogonal to all five, the choice $Y=D$ gives $\mathrm{Tr}_2(D^2)=0$, hence $D=0$.

The original $t$ is not pure in this sense. On $d^3$ it contains $\sum_iR_{iT}o_i$. When $t$ acts in $d^N$ as a sum over triples, each pair belongs to $N-2$ triples, so its two-body part grows as $N-2$. Its coefficient along $o_C$ is $-0.00544$, $-0.01088$ and $-0.01633$ in $d^3$, $d^4$ and $d^5$. If $T$ is omitted, the conventional parameters have to absorb an amount that changes along the series. The orthogonal parameters contain this amount whether or not $T$ is fitted: with all conventional parameters held constant, $P_C$ changes by $-0.00544\,T$ from each configuration to the next, from $d^2$ to $d^8$. One set of orthogonal operators thus serves the whole series, with $o_T$ acting only in $d^3$ to $d^7$, where its binomial factor is not zero. In $d^5$, however, $o_T$ has zero expectation value in the eigenstates of the two-body Hamiltonian with the model parameters below, so it does not move the levels at first order although its trace norm is largest there. The values of the parameters need not be constant along the series.

## The matrix fit in numbers

Take round model parameters in millihartree (mEh): $A=100$, $B=4$, $C=16$, $\alpha=0.3$, $\beta=-0.5$. With $R^2(dd,ds)=0.1$ hartree and $\Delta=1$ hartree, $T=-0.1^2/1$ hartree $=-10$ mEh.

Part of the orthogonality of $o_T$ can be checked by hand. On the doublets its values, weighted by degeneracy, sum to

$$6(0.09592)+10(0-0.05714)+14(0.01429)+18(-0.02381)+22(0.01020)\approx0$$

for ²P, the two ²D, ²F, ²G and ²H. On the quartets ⁴P and ⁴F the sum is $12(-0.01429)+28(0.00612)\approx0$. So $o_T$ is orthogonal to the unit matrix and to total spin.

The required elements of $R$ are $R_{C\alpha}=1.6$, $R_{C\beta}=0.2$, $R_{CT}=-0.00544$, $R_{\alpha\beta}=0.1$ and $R_{\alpha T}=0$. Therefore, in mEh,

$$P_C=16+1.6(0.3)+0.2(-0.5)-0.00544(-10)=16.434,$$

$$P_\alpha=0.3+0.1(-0.5)=0.25 .$$

Fits to the full matrix give, in mEh:

| last operator | $C$ | $\alpha$ | $P_C$ | $P_\alpha$ |
|---|---|---|---|---|
| $C$ | 16.434 | – | 16.434 | – |
| $\alpha$ | 16.034 | 0.250 | 16.434 | 0.250 |
| $\beta$ | 16.054 | 0.300 | 16.434 | 0.250 |
| $T$ | 16.000 | 0.300 | 16.434 | 0.250 |

The conventional $\alpha$ rises by a fifth when $\beta$ enters, while $P_\alpha$ does not move. The root-mean-square misfit per state falls from 2.24 to 0.71, 0.30 and 0 mEh in either set.

Adding $T$ changes the conventional $C$ by $-R_{CT}T=-0.054$ mEh, or $-11.9$ cm⁻¹. It leaves the conventional $\alpha$ and $\beta$ unchanged in this fit, because $R_{\alpha T}$ and $R_{\beta T}$ are zero to the printed precision. This does not mean that $t$ is orthogonal to $L(L+1)$ and $G_5$. It overlaps with both, but only through the components they share along $o_A$, $o_B$ and $o_C$.

## What changes when only levels are fitted

Energy levels are eigenvalues. A small change of $P_i$ moves a non-degenerate term energy $E_k$ by the Hellmann–Feynman rule, $\partial E_k/\partial P_i=\langle k|o_i|k\rangle$. Off-diagonal elements between eigenstates do not contribute at first order, although they do contribute to the trace.

In $d^3$ only ²D occurs twice. Let $a_i$ be the element of $o_i$ between its two eigenstates. The trace counts this element twice in each of ten components, so a level fit weighted by degeneracy has the normal matrix

$$N_{ij}=\mathrm{Tr}(o_io_j)-20a_ia_j=G_{ii}\delta_{ij}-20a_ia_j ,$$

where $G_{ii}=\mathrm{Tr}(o_i^2)$ from here on. The orthogonality is incomplete.

Suppose the true Hamiltonian contains $q\,o_X$ and the fit omits it. Let $c$ be the element of $o_X$ between the two ²D eigenstates, and $\delta_i$ the resulting shift of $P_i$ from its true value. To first order the remaining parameters must imitate the missing level shifts, so

$$\sum_jN_{ij}\delta_j=q\big[\mathrm{Tr}(o_io_X)-20a_ic\big]=-20\,q\,c\,a_i .$$

With $s=\sum_ja_j\delta_j$ this reads $\delta_i=20a_i(s-cq)/G_{ii}$. Multiplying by $a_i$ and summing gives $s=f(s-cq)$, where $f=20\sum_ia_i^2/G_{ii}$. Hence $s-cq=-cq/(1-f)$, and

$$\delta_i=-\frac{20\,q\,c}{1-f}\,\frac{a_i}{G_{ii}} .$$

The number $f$ has a geometric meaning. Let $Y$ be the operator that exchanges the two ²D eigenstates in each of the ten components. Then $(Y:Y)=20$ and $(o_i:Y)=20a_i$, so $f$ is the fraction of $Y$ lying in the fitted space, and $f\le1$. The value $f=1$ would make the linearised fit singular, but it would require $Y$ itself to lie in the fitted space. For the five operators $A$ to $\beta$ this cannot happen. Their only combination that vanishes on the other six terms is, up to a factor, $G_5$ minus the operator of $C$ minus 3. It equals $-8$ on the ²D state with $G_5=2$ and zero on the one with $G_5=6$, whereas $Y$ is traceless. Hence $f<1$ here. If the two ²D states did not mix through any of the operators, all $a_i$ would vanish and the level fit would be as stable as the matrix fit.

Here the mixing is strong. In the basis with $G_5=2$ and $G_5=6$, the ²D matrix of $H$ has diagonal elements 240.94 and 159.35 mEh and off-diagonal element $-54.71$ mEh. Half the diagonal difference is 40.80 mEh, and half the level separation is $\sqrt{40.80^2+54.71^2}=68.25$ mEh. This reproduces the levels at 131.90 and 268.39 mEh. The mixing angle $\theta$ obeys

$$\cos2\theta=40.80/68.25=0.598,\qquad \sin2\theta=-54.71/68.25=-0.802 .$$

An operator with diagonal elements $x,y$ and off-diagonal element $w$ in the old basis has, between the eigenstates, the element $w\cos2\theta-\tfrac12(x-y)\sin2\theta$. For $o_T$, with $x=0$, $y=-0.05714$ and $w=-0.00935$, this gives $c=0.0173$. For $o_\beta$, subtracting the projections listed in $R$ gives $x-y=-4.320$ and $w=0.550$, so $a_\beta=-1.403$. With $G_{\beta\beta}=201.6$ and $f=0.607$,

$$\delta_\beta=-\frac{20(-10)(0.0173)}{1-0.607}\,\frac{-1.403}{201.6}\approx-0.061\ \text{mEh}.$$

The nonlinear level fit gives $-0.060$ mEh, which is 12% of $|\beta|$. Orthogonality has not held this parameter fixed.

When $T$ is added to the level fit, the parameters change as follows, in cm⁻¹:

| set | $A$ | $B$ | $C$ | $\alpha$ | $\beta$ |
|---|---|---|---|---|---|
| conventional | 15.0 | 5.1 | −26.3 | −0.2 | 13.3 |
| orthogonal | 0.0 | 1.0 | −11.9 | 1.2 | 13.3 |

The orthogonal set is steadier in $A$, $B$ and $C$, but not in $\alpha$ or $\beta$. The two $\beta$ entries agree because $R_{\beta T}=0$ makes $P_\beta=p_\beta$ both before and after the addition. The orthogonal $A$ is protected even in the nonlinear fit: its least-squares condition makes the degeneracy-weighted sum of the fitted levels equal to that of the data, so $P_A$ is the mean energy.

The weights and the completeness of the data matter too. With equal weights for all eight levels, omitting $T$ shifts $P_\beta$ by $-0.14$ mEh. If the upper ²D level is unobserved, its diagonal contribution is also lost, and the normal matrix becomes

$$N_{ij}=G_{ii}\delta_{ij}-20a_ia_j-10d_id_j ,$$

where $d_i$ is the expectation value of $o_i$ in that level. The shift of $P_\beta$ is then $-0.62$ mEh, larger than $|\beta|$ itself, and $P_A$ moves by 0.29 mEh.

The parameters thus stay fixed because each one measures a separate perpendicular component of the Hamiltonian matrix. In a level fit this is assured, to first order, when the observed levels, with their weights, reproduce the trace inner product. Otherwise the parameters can drift. The numerical check tests the matrix result on a random target, the trace rule in $d^4$ and $d^5$, the origin of $t$ by diagonalising $d^3$ together with $d^2s$, and the first-order shifts against nonlinear fits for a small $T$.

## Values computed for the example and the checks

```
input A B C alpha beta T (mEh): 100.000 4.000 16.000 0.300 -0.500 -10.000
input R2(dd,ds), s-d gap (hartree): 0.1 1.0
d2 term: coefficients of B, C, alpha, beta (dimensionless)
  1S: 14.0 7.0 0.0 0.0
  1D: -3.0 2.0 6.0 5.0
  1G: 4.0 2.0 20.0 5.0
  3P: 7.0 0.0 2.0 3.0
  3F: -8.0 0.0 12.0 3.0
d3 term: coefficients of B C alpha beta T, then o_T (2D in G basis)
  2P G=6: -6.00000 3.00000 2.00000 6.00000 0.08571 0.09592
  2D G=2: 7.00000 7.00000 6.00000 2.00000 -0.01429 0.00000
  2D G=6: 3.00000 3.00000 6.00000 6.00000 -0.05510 -0.05714
  2F G=6: 9.00000 3.00000 12.00000 6.00000 0.02449 0.01429
  2G G=6: -11.00000 3.00000 20.00000 6.00000 -0.04082 -0.02381
  2H G=6: -6.00000 3.00000 30.00000 6.00000 0.00000 0.01020
  4P G=3: 0.00000 0.00000 2.00000 3.00000 0.00000 -0.01429
  4F G=3: -15.00000 0.00000 12.00000 3.00000 0.00000 0.00612
  2D off-diagonal: -13.74773 0.00000 0.00000 0.00000 -0.02806 -0.00935
level energies (mEh): 2P=120.743 2D=131.901 2D=268.393 2F=184.355 2G=107.408 2H=130.000 4P=99.100 4F=42.100
Tr o_i^2 for A B C alpha beta T (dimensionless): 120.00000 12366.66667 356.60377 8640.00000 201.60000 0.10845
R matrix rows, columns A B C alpha beta T (dimensionless)
  A: 1.00000 -4.66667 2.33333 14.00000 4.66667 -0.00476
  B: 0.00000 1.00000 0.09434 -0.24906 0.01887 0.00085
  C: 0.00000 0.00000 1.00000 1.60000 0.20000 -0.00544
  alpha: 0.00000 0.00000 0.00000 1.00000 0.10000 0.00000
  beta: 0.00000 0.00000 0.00000 0.00000 1.00000 0.00000
  T: 0.00000 0.00000 0.00000 0.00000 0.00000 1.00000
cosines B-alpha, C-beta, alpha-beta, beta-T (mean removed): -0.2726 0.2467 0.5171 -0.0304
t projected on o_B o_C o_alpha o_beta in d3: 0.000847 -0.005442 0.000000 0.000000
t projected on o_B o_C o_alpha o_beta in d4: 0.001694 -0.010884 0.000000 0.000000
t projected on o_B o_C o_alpha o_beta in d5: 0.002541 -0.016327 0.000000 0.000000
matrix fit, 3 conventional (mEh): 100.27714 3.86639 16.43442
matrix fit, 4 conventional (mEh): 98.17714 3.96639 16.03442 0.25000
matrix fit, 5 conventional (mEh): 99.85714 3.98639 16.05442 0.30000 -0.50000
matrix fit, 6 conventional (mEh): 100.00000 4.00000 16.00000 0.30000 -0.50000 -10.00000
matrix fit, 3 orthogonal (mEh): 120.58095 5.41681 16.43442
matrix fit, 4 orthogonal (mEh): 120.58095 5.41681 16.43442 0.25000
matrix fit, 5 orthogonal (mEh): 120.58095 5.41681 16.43442 0.25000 -0.50000
matrix fit, 6 orthogonal (mEh): 120.58095 5.41681 16.43442 0.25000 -0.50000 -10.00000
matrix fit rms for 3,4,5,6 operators (mEh): 2.23839 0.71441 0.30063 0.00000
level fit, 3 conventional (mEh): 99.78710 3.83844 16.58852
level fit, 4 conventional (mEh): 98.44467 3.99103 15.90363 0.26090
level fit, 5 conventional (mEh): 99.93150 3.97688 16.11971 0.30077 -0.56042
level fit, 6 conventional (mEh): 100.00000 4.00000 16.00000 0.30000 -0.50000 -10.00000
level fit, 3 orthogonal (mEh): 120.58095 5.40339 16.58852
level fit, 4 orthogonal (mEh): 120.58095 5.42640 16.32108 0.26090
level fit, 5 orthogonal (mEh): 120.58095 5.41212 16.48886 0.24473 -0.56042
level fit, 6 orthogonal (mEh): 120.58095 5.41681 16.43442 0.25000 -0.50000 -10.00000
fraction f in the level-fit drift formula: 0.6071
drift without T, formula (mEh): 0.00000 -0.00471 0.05505 -0.00532 -0.06133
drift without T, all levels (mEh): 0.00000 -0.00469 0.05444 -0.00527 -0.06042
drift without T, equal weights (mEh): 0.00697 -0.00890 0.04723 0.00006 -0.14008
drift without T, upper 2D missing (mEh): 0.28570 0.03927 0.41631 -0.04524 -0.62243
1 mEh = 219.4746 cm^-1
adding T, matrix fit, conventional change (cm^-1): 31.354 2.986 -11.944 0.000 0.000
adding T, level fit, conventional change (cm^-1): 15.033 5.075 -26.273 -0.170 13.260
adding T, level fit, orthogonal change (cm^-1): 0.000 1.029 -11.948 1.156 13.260
```
